# One-loop vacuum polarization at large spacelike momentum, with mass corrections: a numerical check

```python
# One-loop QED vacuum polarization at spacelike q^2 = -Q^2 (hbar = c = 1).
# Result under test: alpha_eff = alpha/(1 - (alpha/3pi) F), with
#   F = 6 int_0^1 dx w ln(1 + w/z),  w = x(1-x), z = m^2/Q^2, L = ln(1/z), beta = sqrt(1+4z)
#     = -5/3 + 4z + (1-2z) beta ln((beta+1)/(beta-1))
#     = L - 5/3 + 6z - z^2(6L+3) + z^3(8L-16/3) + ...
#   and 0 <= 6z - (F-L+5/3) <= 12 z^2 (L+2z)/beta.
# In d dimensions Pi/e^2 = -8 (4pi)^(-d/2) Gamma(2-d/2) int w (m^2+wQ^2)^(d/2-2) dx.
# In the tests m = 1.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as sc
from scipy.special import gamma
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 25
rng = np.random.default_rng(1)
five3 = mp.mpf(5) / 3

# ---- Dirac trace with explicit matrices, real and Wick-rotated momenta
pauli = [np.array(a, complex) for a in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
Z2 = np.zeros((2, 2))
gam = [np.diag([1, 1, -1, -1]).astype(complex)] + [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
g = np.diag([1.0, -1, -1, -1])
def trace_tensor(k, p, m):
    sl = lambda v: sum((g @ v)[i] * gam[i] for i in range(4)) + m * np.eye(4)
    return np.array([[np.trace(gam[a] @ sl(k) @ gam[b] @ sl(p)) for b in range(4)] for a in range(4)])
k, p, mm = rng.normal(size=4), rng.normal(size=4), 0.7
assert np.allclose(trace_tensor(k, p, mm),
                   4 * (np.outer(k, p) + np.outer(p, k) - g * (k @ g @ p - mm**2)), atol=1e-12)
wick = np.array([1j, 1, 1, 1])
T, qE = trace_tensor(wick * k, wick * p, mm), p - k
qlow = g @ (wick * qE)
assert abs(np.sum(g * T) - 4 * (2 * k @ p + 4 * mm**2)) < 1e-11
assert abs(qlow @ T @ qlow - 4 * (2 * (k @ qE) * (p @ qE) - (qE @ qE) * (k @ p + mm**2))) < 1e-10

# ---- Dyson sum as an explicit matrix series
q4 = np.array([0.3, 1.1, -0.4, 0.8])
P = np.eye(4) - np.outer(q4, g @ q4) / (q4 @ g @ q4)
series = sum(np.linalg.matrix_power(0.3 * P, n) for n in range(60))
assert np.allclose(series, P / 0.7 + np.eye(4) - P, atol=1e-12)

# ---- three one-dimensional forms of F
def F_feynman(z):
    z = mp.mpf(z)
    pts, b = [mp.mpf(0)], z
    while b < 0.3:
        pts.append(b)
        b *= 30
    return 12 * mp.quad(lambda x: x * (1 - x) * mp.log(1 + x * (1 - x) / z), pts + [mp.mpf(1) / 2])
def F_closed(z):
    z = mp.mpf(z)
    b = mp.sqrt(1 + 4 * z)
    return -five3 + 4 * z + (1 - 2 * z) * b * mp.log((b + 1) / (b - 1))
rho_fermion = lambda y: (1 + mp.exp(-y) / 2) * mp.sqrt(-mp.expm1(-y))   # s = 4 m^2 e^y
rho_cubed = lambda y: (-mp.expm1(-y)) ** mp.mpf(1.5)                     # contrast density v^3
def F_spectral(z, rho):
    z = mp.mpf(z)
    y0 = max(float(-mp.log(4 * z)), 0.0)
    pts = [mp.mpf(t) for t in np.arange(0, y0 + 12, 4.0)] + [mp.mpf(y0 + 30), mp.mpf(y0 + 70)]
    return mp.quad(lambda y: rho(y) / (1 + 4 * z * mp.exp(y)), pts)
def const_term(rho):
    return -mp.log(4) + mp.quad(lambda y: rho(y) - 1, [0, 2, 6, 20, 70])

# ---- direct Euclidean momentum integral int d^dl/(2pi)^d, routing l -+ Q/2, c = cos(angle)
def loop(fun, Q, d, pw, nang=300):
    lam, j = d / 2 - 1, np.arange(1, nang)
    off = np.sqrt(j * (j + 2 * lam - 1) / (4 * (j + lam) * (j + lam - 1)))
    c, vec = np.linalg.eigh(np.diag(off, 1) + np.diag(off, -1))   # Gauss-Gegenbauer rule
    wc = 2 * np.pi ** (d / 2) / gamma(d / 2) * vec[0] ** 2
    xg, wg = np.polynomial.legendre.leggauss(24)
    s, ws, h = (xg + 1) / 2, wg / 2, 0.5
    npan = int(np.ceil((2 * Q + 4) / h))
    ls = [h * s**pw] + [h * (i + s) for i in range(1, npan)] + [h * npan / s**pw]
    dl = [h * pw * s ** (pw - 1) * ws] + [h * ws] * (npan - 1) + [h * npan * pw * s ** (-pw - 1) * ws]
    l, dl = np.concatenate(ls), np.concatenate(dl)
    return (dl * l ** (d - 1)) @ fun(l[:, None], c[None, :]) @ wc / (2 * np.pi) ** d

for pw in (2, 3):                       # d = 2 - 1/pw < 2: the unsubtracted loop converges
    d = 2 - 1 / pw
    for Q in (0.8, 3.0):
        D = lambda l, c: (l * l + 1 + Q * Q / 4) ** 2 - (l * Q * c) ** 2
        tr = loop(lambda l, c: ((d - 2) * (l * l - Q * Q / 4) + d) / D(l, c), Q, d, pw)
        direct = 4 * tr / ((d - 1) * Q * Q)
        formula = -8 * gamma(2 - d / 2) / (4 * np.pi) ** (d / 2) * quad(
            lambda x: x * (1 - x) * (1 + x * (1 - x) * Q * Q) ** (d / 2 - 2), 0, 1,
            epsabs=1e-14, epsrel=1e-13)[0]
        assert abs(direct / formula - 1) < 1e-9
        lon = loop(lambda l, c: (2 * ((l * Q * c) ** 2 - Q**4 / 4)
                                 - Q * Q * (l * l - Q * Q / 4 + 1)) / D(l, c), Q, d, pw)
        scale = loop(lambda l, c: Q * Q / D(l, c), Q, d, pw)
        assert abs(lon) < 1e-9 * scale
print(f"d=5/3, Q/m=3: Pi/e^2 direct {direct:.9f}, formula {formula:.9f} (m=1)")

def F_direct4(Q):   # d=4 contracted integrand minus its Q^0 and Q^2 Taylor terms
    def f(l, c):
        A = l * l + 1
        delta = A * Q * Q / 2 + Q**4 / 16 - (l * Q * c) ** 2
        D = A * A + delta
        return ((2 * l * l + 4) * (delta**2 / D - Q**4 / 16) / A**4
                + (Q * Q / 2) * delta / (A * A * D))
    return 16 * np.pi**2 / Q**2 * loop(f, Q, 4.0, 1)
for Q in (0.5, 3.0, 10.0, 30.0):
    z = mp.mpf(1) / Q**2
    Fd = F_direct4(Q)
    assert abs(Fd - F_closed(z)) < 1e-9
    assert abs(F_feynman(z) - F_closed(z)) < 1e-17
    assert abs(F_spectral(z, rho_fermion) - F_closed(z)) < 1e-17
coef = (Fd + mp.log(z) + five3) / z
assert abs(coef - (6 - z * (3 - 6 * mp.log(z)))) < 1e-4     # next term is 6e-5
print(f"d=4, Q/m=30: F direct {Fd:.9f}, closed {float(F_closed(z)):.9f}")
print(f"d=4, Q/m=30: (F-L+5/3)/z direct {float(coef):.5f}")

# ---- limit d -> 4 of the subtracted dimensional formula (error of order eps)
eps = mp.mpf("1e-8")
dim = -8 * mp.gamma(eps / 2) / (4 * mp.pi) ** (2 - eps / 2) * mp.quad(
    lambda x: x * (1 - x) * ((1 + 9 * x * (1 - x)) ** (-eps / 2) - 1), [0, 1])
assert abs(12 * mp.pi**2 * dim - F_closed(mp.mpf(1) / 9)) < 1e-7

# ---- the constant, the series, the bound, the small-Q limit
wlnw = mp.quad(lambda x: x * (1 - x) * mp.log(x * (1 - x)), [0, 0.5, 1])
assert abs(wlnw + mp.mpf(5) / 18) < 1e-18 and abs(const_term(rho_fermion) + five3) < 1e-18
print(f"int w ln w = {float(wlnw):.9f}; spectral constant = {float(const_term(rho_fermion)):.9f}")
zs, Ls = sp.symbols("z L", positive=True)
bs = sp.sqrt(1 + 4 * zs)
ser = lambda e: sp.series(e, zs, 0, 4).removeO()
full = sp.expand(-sp.Rational(5, 3) + 4 * zs + ser((1 - 2 * zs) * bs) * (Ls + 2 * ser(sp.log((1 + bs) / 2))))
want = [Ls - sp.Rational(5, 3), 6, -6 * Ls - 3, 8 * Ls - sp.Rational(16, 3)]
assert all(sp.simplify(full.coeff(zs, n) - want[n]) == 0 for n in range(4))
assert sp.expand(ser((1 + 2 * zs) * sp.sqrt(1 - 4 * zs))).coeff(zs, 1) == 0
assert sp.expand(ser((1 + 2 * zs) * sp.sqrt(1 - 4 * zs))).coeff(zs, 2) == -6
for z in (mp.mpf("1e-3"), mp.mpf("1e-4")):
    L = -mp.log(z)
    r3 = (F_feynman(z) - (L - five3 + 6 * z - z * z * (6 * L + 3))) / z**3
    assert abs(r3 - (8 * L - mp.mpf(16) / 3)) < 40 * z * L      # order z^4 L term
for z in (1e-6, 1e-4, 1e-2, 0.1, 1.0, 10.0):
    z = mp.mpf(z)
    L, Fz = -mp.log(z), F_feynman(z)
    assert Fz > 0 and 0 <= 6 * z - (Fz - L + five3) <= 12 * z * z * (L + 2 * z) / mp.sqrt(1 + 4 * z)
assert abs(5 * 1000 * F_feynman(1000) - 1) < 2e-4

# ---- coefficient of z L: zero for the fermion density, 6 for the density v^3
def log_slope(rho):
    C = const_term(rho)
    G = lambda z: (F_spectral(z, rho) + mp.log(z) - C) / z
    return (G(mp.mpf("1e-8")) - G(mp.mpf("1e-6"))) / mp.log(100)
sf, sv = log_slope(rho_fermion), log_slope(rho_cubed)
assert abs(sf) < 1e-4 and abs(sv - 6) < 1e-4
print(f"zL coefficient: fermion density {float(sf):.4f}, density v^3 {float(sv):.4f}")

# ---- worked example: electron loop
alpha = sc.fine_structure
me = sc.physical_constants["electron mass energy equivalent in MeV"][0]
mmu = sc.physical_constants["muon mass energy equivalent in MeV"][0]
inv = lambda F: 1 / alpha - F / (3 * np.pi)
print(f"1/alpha = {1/alpha:.6f}; alpha/3pi = {alpha/(3*np.pi):.6e}")
print(f"m_e = {me:.6f} MeV; m_mu = {mmu:.4f} MeV")
for Q in (5.0, 2.0, 10.0, 50.0):
    z = (me / Q) ** 2
    L, beta = -np.log(z), np.sqrt(1 + 4 * z)
    F0 = L - 5 / 3
    F1 = F0 + 6 * z
    F2 = F1 - z * z * (6 * L + 3)
    Fx = float(F_feynman(z))
    Fmu = float(F_feynman((mmu / Q) ** 2))
    shift, approx = 1 / inv(Fx) - 1 / inv(F0), 2 * z / (np.pi * inv(F0) ** 2)
    assert abs(shift / approx - 1) < z * (L + 1)
    print(f"--- Q = {Q:g} MeV: z = {z:.6e}, L = {L:.6f}")
    print(f"F: L-5/3 = {F0:.6f}, +6z = {F1:.6f}, +z^2 term = {F2:.6f}, exact = {Fx:.6f}")
    print(f"1/alpha_eff: massless {inv(F0):.6f}, +6z {inv(F1):.6f}, exact {inv(Fx):.6f}")
    print(f"2z/pi = {2*z/np.pi:.3e}; alpha L/pi^2 = {alpha*L/np.pi**2:.3e}; F_mu/3pi = {Fmu/(3*np.pi):.3e}")
    if Q == 5.0:
        print(f"beta = {beta:.6f}; ln((beta+1)/(beta-1)) = {np.log((beta+1)/(beta-1)):.6f}")
        print(f"6z = {6*z:.6f}; z^2(6L+3) = {z*z*(6*L+3):.6f}; z^3(8L-16/3) = {z**3*(8*L-16/3):.6f}")
        print(f"6z - R = {F1-Fx:.6f}; bound = {12*z*z*(L+2*z)/beta:.6f}")
        print(f"(alpha/3pi) F = {alpha*Fx/(3*np.pi):.6e}; alpha_eff/alpha = {1/(alpha*inv(Fx)):.7f}")
        print(f"alpha_eff: massless {1/inv(F0):.8e}, exact {1/inv(Fx):.8e}")
        print(f"mass shift of alpha_eff: exact {shift:.4e}, 2 alpha_eff^2 z/pi {approx:.4e}")
cross = brentq(lambda Q: float(F_closed((me / Q) ** 2) - (mp.log((Q / me) ** 2) - five3)
                               - F_closed((mmu / Q) ** 2)), 5, 60)
est = 30**0.25 * np.sqrt(me * mmu)
assert abs(cross / est - 1) < 5e-3
print(f"muon loop = electron mass term at Q = {cross:.3f} MeV; estimate {est:.3f} MeV")
Q0 = np.exp(5 / 6)
print(f"massless form vanishes at Q/m = {Q0:.4f} ({Q0*me:.4f} MeV); exact F there {float(F_feynman(1/Q0**2)):.5f}")
Lp = 3 * np.pi / alpha + 5 / 3
print(f"formal pole: L = {Lp:.2f}, log10(Q/m) = {Lp/(2*np.log(10)):.2f}")
print("checks complete")
```

Output:

```
d=5/3, Q/m=3: Pi/e^2 direct -0.047608189, formula -0.047608189 (m=1)
d=4, Q/m=30: F direct 5.142340739, closed 5.142340739
d=4, Q/m=30: (F-L+5/3)/z direct 5.95138
int w ln w = -0.277777778; spectral constant = -1.666666667
zL coefficient: fermion density 0.0000, density v^3 6.0000
1/alpha = 137.035999; alpha/3pi = 7.742732e-04
m_e = 0.510999 MeV; m_mu = 105.6584 MeV
--- Q = 5 MeV: z = 1.044480e-02, L = 4.561651
F: L-5/3 = 2.894985, +6z = 2.957653, +z^2 term = 2.954340, exact = 2.954375
1/alpha_eff: massless 136.728832, +6z 136.722182, exact 136.722530
2z/pi = 6.649e-03; alpha L/pi^2 = 3.373e-03; F_mu/3pi = 4.751e-05
beta = 1.020676; ln((beta+1)/(beta-1)) = 4.582221
6z = 0.062669; z^2(6L+3) = 0.003313; z^3(8L-16/3) = 0.000036
6z - R = 0.003278; bound = 0.005878
(alpha/3pi) F = 2.287493e-03; alpha_eff/alpha = 1.0022927
alpha_eff: massless 7.31374639e-03, exact 7.31408348e-03
mass shift of alpha_eff: exact 3.3709e-07, 2 alpha_eff^2 z/pi 3.5568e-07
--- Q = 2 MeV: z = 6.527998e-02, L = 2.729070
F: L-5/3 = 1.062403, +6z = 1.454083, +z^2 term = 1.371519, exact = 1.375599
1/alpha_eff: massless 136.923275, +6z 136.881716, exact 136.890044
2z/pi = 4.156e-02; alpha L/pi^2 = 2.018e-03; F_mu/3pi = 7.603e-06
--- Q = 10 MeV: z = 2.611199e-03, L = 5.947946
F: L-5/3 = 4.281279, +6z = 4.296946, +z^2 term = 4.296682, exact = 4.296683
1/alpha_eff: massless 136.581741, +6z 136.580079, exact 136.580107
2z/pi = 1.662e-03; alpha L/pi^2 = 4.398e-03; F_mu/3pi = 1.899e-04
--- Q = 50 MeV: z = 1.044480e-04, L = 9.166821
F: L-5/3 = 7.500155, +6z = 7.500782, +z^2 term = 7.500781, exact = 7.500781
1/alpha_eff: massless 136.240208, +6z 136.240142, exact 136.240142
2z/pi = 6.649e-05; alpha L/pi^2 = 6.778e-03; F_mu/3pi = 4.642e-03
muon loop = electron mass term at Q = 17.180 MeV; estimate 17.197 MeV
massless form vanishes at Q/m = 2.3010 (1.1758 MeV); exact F there 0.71117
formal pole: L = 1293.20, log10(Q/m) = 280.81
checks complete
```
